# The first moment of $\alpha^2F$ and the McMillan--Hopfield form of $\lambda$: verification in Python

```python
# Result under test. With E = hbar*omega, N the DOS at E_F per spin, <> the double
# Fermi-surface average, I_k = <k'|dV/dR_k|k> for atom k of mass M_k,
#   a2F(E) = N <sum_nu |g_nu|^2 delta(E-E_nu)>,  g = sum sqrt(hbar^2/2 M E) e.I,
# the first moment M1 = int E a2F dE = sum_k hbar^2 eta_k/(2 M_k), eta_k = N<|I_k|^2>,
# for any force constants Phi. For an element lambda = 2 int a2F/E dE = eta/(M<w^2>),
# <E^2> = 2 M1/lambda, and for one atom per cell lambda = N <I^+ Phi(q)^-1 I>.
# Units: eV, angstrom (A), atomic mass unit (u).
import numpy as np
from itertools import product
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

hb2 = sc.hbar**2 / (sc.atomic_mass * 1e-20 * sc.e)   # hbar^2/(u A^2) in eV
h2m = sc.hbar**2 / (2 * sc.m_e * 1e-20 * sc.e)       # eV A^2
e2 = sc.e / (4 * np.pi * sc.epsilon_0 * 1e-10)       # eV A
rel = lambda x, y: abs(x - y) / abs(y)
gauss = lambda x, s: np.exp(-0.5 * (x / s)**2) / (s * np.sqrt(2 * np.pi))
print(f"hbar^2/(u A^2) = {hb2*1e3:.5f} meV; e^2 = {e2:.4f} eV A; hbar^2/2m = {h2m:.4f} eV A^2")

# ---- one oscillator on a grid (hbar = M = 1); tolerance set by the grid spacing
x = np.linspace(-8, 8, 2001); dx = x[1] - x[0]; w0 = 1.3
for quartic in (0.0, 0.5):
    en, ps = eigh_tridiagonal(1 / dx**2 + 0.5 * w0**2 * x**2 + quartic * x**4,
                              -0.5 / dx**2 * np.ones(x.size - 1), select='i', select_range=(0, 30))
    xn0 = ps.T @ (x * ps[:, 0])
    trk = np.sum((en - en[0]) * xn0**2)
    assert rel(trk, 0.5) < 2e-4
    if quartic == 0.0:
        assert rel(xn0[1]**2, 1 / (2 * w0)) < 2e-4
    print(f"oscillator w={w0}, quartic={quartic}: |x10|^2={xn0[1]**2:.4f}, E1-E0={en[1]-en[0]:.4f}, sum rule={trk:.4f} (hbar=M=1)")

# ---- simple-cubic tight-binding supercell, real-space frozen phonons
L, a_sc, t0, beta, EFtb, sig, Mtb = 4, 2.5, 1.0, 1.5, -1.5, 0.6, 30.0
sites = np.array(list(product(range(L), repeat=3))); ns = len(sites)
offs = np.array([[1,0,0],[0,1,0],[0,0,1],[1,1,0],[1,-1,0],[1,0,1],[1,0,-1],[0,1,1],[0,1,-1]])
bi = np.tile(np.arange(ns), len(offs))
bo = np.repeat(offs, ns, axis=0)
bj = ((sites[bi] + bo) % L) @ np.array([L * L, L, 1])
bv = a_sc * bo; d0 = np.linalg.norm(bv, axis=1); is_nn = np.abs(bo).sum(1) == 1

def ham(u, t):
    r = np.linalg.norm(bv + u[bj] - u[bi], axis=1)
    H = np.zeros((ns, ns)); H[bi, bj] = -t * np.exp(-beta * (r - d0))
    return H + H.T

def dham(p, t, h):
    p = p.reshape(ns, 3)
    return (ham(h * p, t) - ham(-h * p, t)) / (2 * h)

def supercell(t, kb, mass):
    Phi = np.zeros((ns, 3, ns, 3))
    for i, j, v, d, k in zip(bi, bj, bv, d0, kb):
        P = k * np.outer(v, v) / d**2
        Phi[i, :, i, :] += P; Phi[j, :, j, :] += P; Phi[i, :, j, :] -= P; Phi[j, :, i, :] -= P
    sq = np.repeat(np.sqrt(mass), 3)
    w2, ev = np.linalg.eigh(Phi.reshape(3 * ns, 3 * ns) / np.outer(sq, sq))
    assert np.abs(w2[:3]).max() < 1e-10 and w2[3] > 1e-5
    eps, U = np.linalg.eigh(ham(np.zeros((ns, 3)), t))
    d = gauss(eps - EFtb, sig)
    m1 = lam = m1_cons = 0.0
    for nu in range(3 * ns):
        X = U.T @ dham(ev[:, nu] / sq, t, 1e-3) @ U
        if nu < 3:
            assert np.abs(X).max() < 1e-8      # rigid translations do not couple
            continue
        E = np.sqrt(hb2 * w2[nu]); g2 = hb2 / (2 * E) * X**2
        s = d @ g2 @ d / d.sum()
        m1 += E * s; lam += 2 * s / E
        m1_cons += E * (d @ g2 @ gauss(eps - EFtb - E, sig)) / d.sum()
    return m1, lam, m1_cons

ka = 2 * np.pi * sites / L
dk = gauss(-2 * t0 * np.cos(ka).sum(1) - EFtb, sig); Ntb = dk.sum() / ns
Ivec = (2 * beta * t0 * (np.sin(ka)[None] - np.sin(ka)[:, None])).reshape(-1, 3)
wpair = (np.outer(dk, dk) / dk.sum()**2).ravel()
eta_tb = Ntb * np.sum(wpair * (Ivec**2).sum(1))
m1_tb = hb2 * eta_tb / (2 * Mtb)

def bloch_lambda(k1, k2):
    q = (ka[None] - ka[:, None]).reshape(-1, 3); ok = np.abs(q).sum(1) > 1e-9
    nh = offs / np.linalg.norm(offs, axis=1)[:, None]
    kk = np.array([k1] * 3 + [k2] * 6)
    D = np.einsum('qr,ra,rb->qab', 2 * kk * (1 - np.cos(q[ok] @ offs.T)), nh, nh) / Mtb
    w2, ev = np.linalg.eigh(D); E = np.sqrt(hb2 * w2)
    g2 = hb2 / (2 * Mtb * E) * np.einsum('qa,qan->qn', Ivec[ok], ev)**2
    return 2 * Ntb * np.sum(wpair[ok, None] * g2 / E)

print(f"TB: L={L}, a={a_sc} A, t0={t0} eV, beta={beta} 1/A, EF={EFtb} eV, sigma={sig} eV, M={Mtb} u")
print(f"TB: N={Ntb:.5f} 1/eV, eta={eta_tb:.5f} eV/A^2, hbar^2 eta/2M={m1_tb*1e6:.4f} meV^2")
t_el = np.where(is_nn, t0, 0.0); rng = np.random.default_rng(1)
k_rand = rng.uniform(0.5, 3.0, bi.size)
res = []
for name, ks in (("soft", (1.5, 0.5)), ("stiff", (4.0, 2.0)), ("random 0.5-3.0", None)):
    kb = k_rand if ks is None else np.where(is_nn, ks[0], ks[1])
    m1, lam, mc = supercell(t_el, kb, np.full(ns, Mtb)); res.append((m1, lam, mc))
    assert rel(m1, m1_tb) < 1e-6
    if ks is not None:
        assert rel(lam, bloch_lambda(*ks)) < 1e-6
    print(f"TB springs {name} {ks or ''} eV/A^2: M1={m1*1e6:.4f} meV^2, lambda={lam:.4f}, "
          f"M1(energy-conserving delta)={mc*1e6:.4f} meV^2")
assert res[0][1] / res[1][1] > 1.5
assert rel(res[0][2], res[1][2]) > 1e-3      # independence is lost with delta(e'-e-E)

isB = sites.sum(1) % 2 == 1; MA, MB, t2 = 60.0, 20.0, 0.3
t_ab = np.where(is_nn, t0, np.where(isB[bi], t2, 0.0)); mass = np.where(isB, MB, MA)
eps, U = np.linalg.eigh(ham(np.zeros((ns, 3)), t_ab)); d = gauss(eps - EFtb, sig)
eta_c = np.array([d @ (U.T @ dham(p, t_ab, 1e-4) @ U)**2 @ d for p in np.eye(3 * ns)]) / d.sum()
eta_site = eta_c.reshape(ns, 3).sum(1); etaA, etaB = eta_site[~isB].sum(), eta_site[isB].sum()
m1_ab = hb2 / 2 * (etaA / MA + etaB / MB); m1_mean = hb2 * (etaA + etaB) / (MA + MB)
print(f"compound: MA={MA} u, MB={MB} u, t_BB={t2} eV, etaA={etaA:.5f}, etaB={etaB:.5f} eV/A^2")
for name, kb in (("soft", np.where(is_nn, 1.5, 0.5)), ("random", k_rand)):
    m1 = supercell(t_ab, kb, mass)[0]
    assert rel(m1, m1_ab) < 1e-6 and rel(m1_mean, m1) > 0.05
    print(f"compound springs {name}: M1={m1*1e6:.4f} meV^2")
print(f"compound: sum eta/M form={m1_ab*1e6:.4f} meV^2, mean-mass form={m1_mean*1e6:.4f} meV^2")

# ---- worked example: monovalent fcc free-electron metal with screened empty-core ions
a, M, rc = 4.0, 30.0, 0.6
Om = a**3 / 4; kF = (3 * np.pi**2 / Om)**(1 / 3); EF = h2m * kF**2; N0 = 3 / (4 * EF)
Nnum = Om / (2 * np.pi**2) * quad(lambda k: k * k * gauss(h2m * k * k - EF, 0.05), kF - 0.1, kF + 0.1)[0]
assert rel(Nnum, N0) < 1e-4
kTF2 = 8 * np.pi * e2 * N0 / Om
w = lambda Q: -4 * np.pi * e2 * np.cos(Q * rc) / (Om * (Q * Q + kTF2))
I2 = quad(lambda Q: Q**3 * w(Q)**2, 0, 2 * kF)[0] / (2 * kF**2)
eta = N0 * I2; M1f = hb2 * eta / (2 * M); G111 = 2 * np.pi / a * np.sqrt(3)
assert 2 * kF < G111
print(f"fcc: a={a} A, M={M} u, rc={rc} A, Omega={Om:.3f} A^3")
print(f"kF={kF:.4f} 1/A, 2kF={2*kF:.4f} 1/A, |G111|={G111:.4f} 1/A, EF={EF:.4f} eV")
print(f"N={N0:.5f} 1/eV per spin per atom, kTF^2={kTF2:.4f} 1/A^2")
print(f"w(0)={w(0.0):.4f} eV, w(kF)={w(kF):.4f} eV, w(2kF)={w(2*kF):.4f} eV")
print(f"<I^2>={I2:.4f} eV^2/A^2, eta={eta:.5f} eV/A^2, hbar^2 eta/2M={M1f*1e6:.4f} meV^2")

R = a / 2 * np.array([[1,1,0],[1,-1,0],[1,0,1],[1,0,-1],[0,1,1],[0,1,-1],[2,0,0],[0,2,0],[0,0,2]])
Rh = R / np.linalg.norm(R, axis=1)[:, None]; RR = np.einsum('ra,rb->rab', Rh, Rh).reshape(9, 9)
def phi(Q, k1, k2):      # half of the neighbours, factor 2 for R and -R
    kk = np.array([k1] * 6 + [k2] * 3)
    return ((2 * kk * (1 - np.cos(Q @ R.T))) @ RR).reshape(-1, 3, 3)

def sphere(c, wc, ph):
    s = np.sqrt(1 - c**2)
    n = np.stack([np.outer(s, np.cos(ph)), np.outer(s, np.sin(ph)), np.outer(c, np.ones_like(ph))], -1)
    wt = np.repeat(wc, ph.size)
    return n.reshape(-1, 3), wt / wt.sum()

def qgrid(n):            # one octant, weight Q dQ/(2 kF^2) dOmega/(4 pi)
    c, wc = np.polynomial.legendre.leggauss(2 * n)
    nv, wa = sphere(c[n:], wc[n:], (np.arange(n) + 0.5) * np.pi / (2 * n))
    xr, wr = np.polynomial.legendre.leggauss(n); Q = kF * (xr + 1)
    return (Q[:, None, None] * nv[None]).reshape(-1, 3), np.outer(kF * wr * Q / (2 * kF**2), wa).ravel()

def modes(Q, wt, ks):
    w2, ev = np.linalg.eigh(phi(Q, *ks) / M); assert w2.min() > 0
    E = np.sqrt(hb2 * w2); Iq = Q * w(np.linalg.norm(Q, axis=1))[:, None]
    return E, N0 * wt[:, None] * hb2 / (2 * M * E) * np.einsum('qa,qan->qn', Iq, ev)**2

def lam_inverse(Q, wt, ks):
    Iq = Q * w(np.linalg.norm(Q, axis=1))[:, None]
    return N0 * np.sum(wt * (Iq * np.linalg.solve(phi(Q, *ks), Iq[:, :, None])[:, :, 0]).sum(1))

Qf, wf = qgrid(32); Qc, wcs = qgrid(24)
bz = np.array(list(product(range(8), repeat=3))) / 8 @ (2 * np.pi / a * np.array([[-1,1,1],[1,-1,1],[1,1,-1]]))
lams, tops, devs = [], [], []
for name, ks in (("A", (0.5, 0.0)), ("B", (0.3, 0.2)), ("C", (1.0, -0.1))):
    E, S = modes(Qf, wf, ks)
    hist, edges = np.histogram(E.ravel(), bins=4000, range=(0, 1.001 * E.max()), weights=S.ravel())
    Ec = 0.5 * (edges[1:] + edges[:-1])          # hist = a2F(E) dE
    M1h = np.sum(Ec * hist); lamh = 2 * np.sum(hist / Ec); E2 = 2 * M1h / lamh
    lam = lam_inverse(Qf, wf, ks)
    assert rel(np.sum(E * S), M1f) < 1e-9
    assert rel(M1h, M1f) < 1e-3 and rel(lamh, lam) < 1e-3      # finite bin width
    assert rel(2 * np.sum(S / E), lam) < 1e-9
    assert rel(hb2 * eta / (M * E2), lam) < 1e-3
    assert rel(lam_inverse(Qc, wcs, ks), lam) < 1e-4
    kdos = np.linalg.eigvalsh(phi(bz, *ks)).mean()
    assert rel(kdos, 4 * ks[0] + 2 * ks[1]) < 1e-10
    share = (E * S).sum(0) / np.sum(E * S); E2x = 2 * np.sum(E * S) / (2 * np.sum(S / E))
    keff = M * E2x / hb2
    lams.append(lam); tops.append(share[2]); devs.append(rel(keff, kdos))
    print(f"set {name}: k1={ks[0]}, k2={ks[1]} eV/A^2, largest coupled E={E.max()*1e3:.2f} meV")
    print(f"  M1 (mode sum)={np.sum(E*S)*1e6:.4f} meV^2, M1 (binned a2F)={M1h*1e6:.2f} meV^2")
    print(f"  lambda: binned a2F={lamh:.3f}, N<I Phi^-1 I>={lam:.4f}, eta/(M<w^2>)={eta/keff:.4f}")
    print(f"  <E^2>={E2x*1e6:.2f} meV^2, sqrt={np.sqrt(E2x)*1e3:.3f} meV = {np.sqrt(E2x)*sc.e/sc.h/1e12:.3f} THz")
    print(f"  M<w^2>={keff:.4f} eV/A^2, DOS mean M w^2={kdos:.4f} eV/A^2")
    print(f"  branch shares of M1 (low, mid, top) = {share[0]:.4f}, {share[1]:.4f}, {share[2]:.4f}")
assert max(lams) / min(lams) > 1.2 and max(tops) - min(tops) > 1e-3 and max(devs) > 0.02
assert max(tops) < 0.99      # the top branch alone does not exhaust the moment

# explicit pairs (k, k') on the Fermi sphere
n1, w1 = sphere(*np.polynomial.legendre.leggauss(14), 2 * np.pi * np.arange(28) / 28)
n2, w2_ = sphere(*np.polynomial.legendre.leggauss(15), 2 * np.pi * (np.arange(30) + 0.3) / 30)
Qp = kF * (n2[None] - n1[:, None]).reshape(-1, 3)
E, S = modes(Qp, np.outer(w1, w2_).ravel(), (0.5, 0.0))
assert rel(np.sum(E * S), M1f) < 1e-8
assert rel(2 * np.sum(S / E), lams[0]) < 2e-2   # integrand is direction-dependent at k'=k
print(f"pairs on Fermi sphere, set A: M1={np.sum(E*S)*1e6:.4f} meV^2, lambda={2*np.sum(S/E):.3f}")
print("every check passed")
```

Running it gives:

```
hbar^2/(u A^2) = 4.18016 meV; e^2 = 14.3996 eV A; hbar^2/2m = 3.8100 eV A^2
oscillator w=1.3, quartic=0.0: |x10|^2=0.3846, E1-E0=1.3000, sum rule=0.5000 (hbar=M=1)
oscillator w=1.3, quartic=0.5: |x10|^2=0.2776, E1-E0=1.7943, sum rule=0.5000 (hbar=M=1)
TB: L=4, a=2.5 A, t0=1.0 eV, beta=1.5 1/A, EF=-1.5 eV, sigma=0.6 eV, M=30.0 u
TB: N=0.11926 1/eV, eta=3.46749 eV/A^2, hbar^2 eta/2M=241.5776 meV^2
TB springs soft (1.5, 0.5) eV/A^2: M1=241.5776 meV^2, lambda=0.5358, M1(energy-conserving delta)=234.4958 meV^2
TB springs stiff (4.0, 2.0) eV/A^2: M1=241.5776 meV^2, lambda=0.1720, M1(energy-conserving delta)=229.0884 meV^2
TB springs random 0.5-3.0  eV/A^2: M1=241.5776 meV^2, lambda=0.2975, M1(energy-conserving delta)=231.6531 meV^2
compound: MA=60.0 u, MB=20.0 u, t_BB=0.3 eV, etaA=1.84111, etaB=3.05160 eV/A^2
compound springs soft: M1=383.0392 meV^2
compound springs random: M1=383.0392 meV^2
compound: sum eta/M form=383.0392 meV^2, mean-mass form=255.6541 meV^2
fcc: a=4.0 A, M=30.0 u, rc=0.6 A, Omega=16.000 A^3
kF=1.2277 1/A, 2kF=2.4554 1/A, |G111|=2.7207 1/A, EF=5.7428 eV
N=0.13060 1/eV per spin per atom, kTF^2=2.9540 1/A^2
w(0)=-3.8285 eV, w(kF)=-1.8778 eV, w(2kF)=-0.1226 eV
<I^2>=2.6608 eV^2/A^2, eta=0.34750 eV/A^2, hbar^2 eta/2M=24.2100 meV^2
set A: k1=0.5, k2=0.0 eV/A^2, largest coupled E=23.58 meV
  M1 (mode sum)=24.2100 meV^2, M1 (binned a2F)=24.21 meV^2
  lambda: binned a2F=0.146, N<I Phi^-1 I>=0.1459, eta/(M<w^2>)=0.1459
  <E^2>=331.83 meV^2, sqrt=18.216 meV = 4.405 THz
  M<w^2>=2.3814 eV/A^2, DOS mean M w^2=2.0000 eV/A^2
  branch shares of M1 (low, mid, top) = 0.0411, 0.1446, 0.8142
set B: k1=0.3, k2=0.2 eV/A^2, largest coupled E=21.08 meV
  M1 (mode sum)=24.2100 meV^2, M1 (binned a2F)=24.21 meV^2
  lambda: binned a2F=0.182, N<I Phi^-1 I>=0.1821, eta/(M<w^2>)=0.1821
  <E^2>=265.89 meV^2, sqrt=16.306 meV = 3.943 THz
  M<w^2>=1.9082 eV/A^2, DOS mean M w^2=1.6000 eV/A^2
  branch shares of M1 (low, mid, top) = 0.0760, 0.1126, 0.8115
set C: k1=1.0, k2=-0.1 eV/A^2, largest coupled E=33.34 meV
  M1 (mode sum)=24.2100 meV^2, M1 (binned a2F)=24.21 meV^2
  lambda: binned a2F=0.078, N<I Phi^-1 I>=0.0780, eta/(M<w^2>)=0.0780
  <E^2>=620.42 meV^2, sqrt=24.908 meV = 6.023 THz
  M<w^2>=4.4526 eV/A^2, DOS mean M w^2=3.8000 eV/A^2
  branch shares of M1 (low, mid, top) = 0.0441, 0.1458, 0.8102
pairs on Fermi sphere, set A: M1=24.2100 meV^2, lambda=0.146
every check passed
```
